\section*{The Electric Field at a Right-Angled Silicon Edge in Silica}

\section{Problem}

A silicon strip waveguide of rectangular cross-section is surrounded by silica. Its refractive index is $n_1=3.476$ and that of the silica is $n_2=1.444$. Close to one of the four edges the strip looks like an infinite wedge of interior angle $\alpha=\pi/2$. How does the transverse electric field of a guided mode depend on the distance $r$ from the edge as $r\to0$? Over what range of $r$ does that dependence describe a real mode?

The edge runs along $z$. In the transverse plane we use polar coordinates $(r,\theta)$, with $\theta=0$ on the bisector pointing into the silicon. Silicon occupies $|\theta|<\pi/4$, and silica occupies $\pi/4<\theta<7\pi/4$. The relative permittivity $\varepsilon$ is $n_1^2$ or $n_2^2$, and
\begin{equation}
K=\frac{n_1^2}{n_2^2}=5.795,\qquad \eta=\frac{K-1}{K+1}.
\end{equation}
The fields vary as $e^{i\beta z-i\omega t}$. The algebra uses atomic units, in which $\nabla\times\mathbf E=-\partial\mathbf B/\partial t$. The media are taken as local, linear, isotropic, lossless and nonmagnetic, and the edge as perfectly sharp.

\section{First estimate by scaling}

The shortest optical length in the problem is the reduced wavelength in silicon. At a vacuum wavelength of 1550 nm the wavenumber is
\begin{equation}
k_1=\frac{2\pi\times3.476}{1550\ \mathrm{nm}}=0.0141\ \mathrm{nm}^{-1},\qquad k_1^{-1}\approx 71\ \mathrm{nm}.
\end{equation}
For $r\ll71$ nm the field should be nearly electrostatic. An infinite wedge contains no length, so its potential should be a power, $\phi\sim r^{\nu}$, and the field should go as $r^{\nu-1}$.

Two limits bracket $\nu$. Without contrast, $K=1$, the field is smooth and $\nu=1$. For $K\to\infty$ the silicon becomes an equipotential, like a metal. The potential outside must then vanish on both faces of a region of opening $3\pi/2$. Its lowest solution has half an oscillation across that opening, so $\nu\,(3\pi/2)=\pi$ and $\nu=2/3$. The field exponent thus moves from $0$ to $-1/3$.

To interpolate, recall that a charge near a plane dielectric boundary has an image proportional to $\eta$, which runs from $0$ to $1$ between the same limits. A linear guess in this variable is
\begin{equation}
\nu-1\approx-\frac{\eta}{3}=-\frac{0.7056}{3}=-0.235 .
\label{eq:guess}
\end{equation}
The ends of this line are derived, but its straightness is a guess.

\section{Exact solution}

\subsection{Reduction to electrostatics}

The $z$ component of Faraday's law and Gauss's law read
\begin{equation}
(\nabla_t\times\mathbf E_t)_z=i\omega B_z,\qquad
\nabla_t\cdot(\varepsilon\mathbf E_t)=-i\beta\,\varepsilon E_z .
\label{eq:source}
\end{equation}
Suppose that $E_z$ and $B_z$ are bounded at the edge. A singular part of $\mathbf E_t$ must then solve the equations without sources:
\begin{equation}
\mathbf E_t=-\nabla\phi,\qquad \nabla\cdot(\varepsilon\nabla\phi)=0 .
\label{eq:static}
\end{equation}
The supposition is consistent. The transverse magnetic field has bounded sources and meets no jump in permeability, so it acquires no singular power. The remaining Maxwell equations express the transverse gradients of $E_z$ and $B_z$ through $\mathbf E_t$ and $\mathbf B_t$. These gradients are no stronger than $r^{\nu-1}$, and for $\nu>0$ they integrate to $r^\nu$, which is bounded.

The sources in (\ref{eq:source}) also produce a remainder. A constant $E_z$ gives
\begin{equation}
\mathbf E_t=-\tfrac{i}{2}\beta E_z\,r\,\hat{\mathbf r}.
\label{eq:ez}
\end{equation}
Indeed $\nabla\cdot(r\hat{\mathbf r})=2$, the curl is zero, the field is continuous along the faces, and it has no component normal to them.

A constant $B_z$ needs more care. The field $\tfrac12r\hat{\boldsymbol\theta}$ has unit curl, but it is normal to the faces, so $\varepsilon E_\theta$ would jump there. We therefore write $\mathbf E_t=i\omega B_z(\tfrac12r\hat{\boldsymbol\theta}-\nabla\chi)$ with
\begin{equation}
\chi=a\,r^2\left[\ln r\,\sin2\theta+(\theta-\theta_0)\cos2\theta\right],
\end{equation}
where $\theta_0=0$ in silicon and $\theta_0=\pi$ in silica. The Laplacian of the first term is $4a\sin2\theta$ and that of the second is $-4a\sin2\theta$, so $\nabla^2\chi=0$. At $\theta=\pi/4$ we have $\cos2\theta=0$, and $\partial_r\chi$ is continuous. There also
\begin{equation}
-\frac1r\frac{\partial\chi}{\partial\theta}=2ar(\theta-\theta_0)=
\begin{cases}+\tfrac{\pi}{2}ar&\text{in silicon},\\[2pt]-\tfrac{3\pi}{2}ar&\text{in silica}.\end{cases}
\end{equation}
Continuity of $\varepsilon E_\theta$ requires
\begin{equation}
K\left(\tfrac12+\tfrac{\pi}{2}a\right)=\tfrac12-\tfrac{3\pi}{2}a
\quad\Longrightarrow\quad a=-\frac{K-1}{\pi(K+3)}=-0.174 .
\end{equation}
Since $\chi$ is odd about $\theta=0$ and about $\theta=\pi$, the other face gives the same condition. The unit of length inside the logarithm is free, because changing it adds a multiple of $r^2\sin2\theta$, which itself solves (\ref{eq:static}). The remainder thus vanishes at the edge as $r|\ln r|$.

\subsection{The angular problem}

Put $\phi=r^\nu f(\theta)$ in (\ref{eq:static}). In each medium
\begin{equation}
f''=-\nu^2f .
\end{equation}
Continuity of $E_r$ and of $\varepsilon E_\theta$ makes $f$ and $\varepsilon f'$ continuous at the faces. The electric energy per length near the edge is proportional to $\int r^{2\nu-2}\,r\,dr$, which excludes $\nu<0$. At $\nu=0$ the solution is a constant, which has no field, or a logarithm, which needs a line charge. Only $\nu>0$ remains.

The wedge is symmetric about its bisector, so solutions can be taken even or odd. We keep $\alpha$ general for a moment and define
\begin{equation}
u=\frac{\nu\alpha}{2},\qquad v=\nu\left(\pi-\frac{\alpha}{2}\right),\qquad u+v=\nu\pi,\qquad v-u=\nu(\pi-\alpha).
\end{equation}
The even solution is $\cos\nu\theta$ in silicon and $A\cos\nu(\pi-\theta)$ in silica. The two conditions at $\theta=\alpha/2$ are
\begin{equation}
\cos u=A\cos v,\qquad -K\sin u=A\sin v .
\label{eq:match}
\end{equation}
Multiply the first by $\sin v$ and the second by $\cos v$. The right-hand sides are then equal, so
\begin{equation}
K\sin u\cos v+\cos u\sin v=0 .
\end{equation}
With $2\sin u\cos v=\sin(u+v)-\sin(v-u)$ and $2\cos u\sin v=\sin(u+v)+\sin(v-u)$ this becomes
\begin{equation}
\sin\nu\pi=\eta\,\sin\nu(\pi-\alpha).
\label{eq:general}
\end{equation}

For $\alpha=\pi/2$ the left side is $2\sin(\nu\pi/2)\cos(\nu\pi/2)$ and the right side is $\eta\sin(\nu\pi/2)$. Either $\sin(\nu\pi/2)=0$, which gives the even integers, or
\begin{equation}
\boxed{\;\cos\frac{\nu\pi}{2}=\frac{\eta}{2}=\frac{K-1}{2(K+1)}\;}
\label{eq:result}
\end{equation}
For silicon in silica the right-hand side is $0.3528$, and the lowest root is
\begin{equation}
\nu=\frac2\pi\arccos(0.3528)=0.770,\qquad |\mathbf E_t|\sim r^{\nu-1}=r^{-0.230}.
\end{equation}

The odd solution is $\sin\nu\theta$ in silicon and $B\sin\nu(\pi-\theta)$ in silica. Matching gives $\sin u=B\sin v$ and $K\cos u=-B\cos v$. Eliminating $B$ as before,
\begin{equation}
K\cos u\sin v+\sin u\cos v=0
\quad\Longrightarrow\quad \sin\nu\pi=-\eta\sin\nu(\pi-\alpha).
\end{equation}
At a right angle this means $\cos(\nu\pi/2)=-\eta/2$, or again an even integer. The lowest odd exponent is therefore $2-0.770=1.230$, and its field vanishes as $r^{+0.230}$. Diagonalizing the angular operator numerically, without these formulas, gives $0.7704$ and $1.2296$ as the two lowest nonzero exponents.

Of all these exponents only the lowest even one lies below 1. At a silicon corner in silica the divergence thus requires a mode with a nonzero even amplitude.

\subsection{Field strength in the two media}

In silicon the even potential $r^\nu\cos\nu\theta$ has radial and angular field components proportional to $\cos\nu\theta$ and $\sin\nu\theta$. The magnitude is $\nu r^{\nu-1}$ for every $\theta$. In silica it is $|A|\nu r^{\nu-1}$. At a right angle $v=3u$, and (\ref{eq:match}) gives
\begin{equation}
\frac1A=\frac{\cos3u}{\cos u}=4\cos^2u-3=2\cos2u-1=\eta-1=-\frac{2}{K+1},
\end{equation}
where $\cos2u=\cos(\nu\pi/2)=\eta/2$ was used. At equal $r$ the leading field is therefore $(K+1)/2=3.40$ times stronger in silica than in silicon.

\section{Comparison}

\subsection{The exponent}

Since $\arccos x=\pi/2-\arcsin x$, the result (\ref{eq:result}) can be written
\begin{equation}
\nu-1=-\frac2\pi\arcsin\frac{\eta}{2}.
\end{equation}
It equals $0$ at $\eta=0$ and $-1/3$ at $\eta=1$, as the estimate assumed. Between these ends the arcsine is convex and lies below its chord, so (\ref{eq:guess}) overstates the strength of the divergence. The ratio of estimate to exact value falls from $\pi/3=1.047$ at weak contrast to $1$ at infinite contrast. Here it is $0.2352/0.2296=1.025$, an error of 2.5\% relative to the exact exponent.

Interchanging the materials replaces $K$ by $1/K$ and $\eta$ by $-\eta$. The even and odd conditions then change places. A silica corner in silicon has the same field exponent, but the odd potential now carries it.

\subsection{The range, in a computed mode}

Take a strip 450 nm wide and 220 nm high that carries 1 mW at 1550 nm in its fundamental quasi-TE mode. A finite-difference solution of the full vector Maxwell equations, refined towards the corner, gives an effective index of 2.354. A coarser mesh gives 2.357, and the converged value is 2.353. For the same reason the slopes quoted below are uncertain by about 0.002, and the silica-to-silicon field ratio by about 0.01. On the bisector the radial field belongs to the even class and the angular field to the odd class, so the two can be separated.

Between 0.5 and 3 nm the fitted even slopes are $-0.216$ in silicon and $-0.236$ in silica, on either side of $-0.230$. The odd slope in silicon, fitted between 0.3 and 1 nm, is $+0.241$ against $+0.230$. The silica-to-silicon ratio of the even field is $3.34$, which is 1.8\% below $(K+1)/2$.

The next even terms in the field are linear in $r$. Relative to the leading term they grow as $r^{2-\nu}=r^{1.23}$. If the two were comparable at $k_1r=1$, the relative departure from the power law would be about $(k_1r)^{1.23}$:
\begin{center}
\begin{tabular}{rrr}
$r$ (nm) & estimate & computed, silicon\\
5 & 4\% & 5\%\\
20 & 21\% & 35\%\\
50 & 65\% & 123\%
\end{tabular}
\end{center}
The computed column is measured from a pure power law fitted between 0.5 and 3 nm, whose amplitude absorbs part of the remainder. Measured from the leading term alone, the departures are about 6\%, 36\% and 125\%. The scaling length of 71 nm thus gives the right order, but the power law is accurate in silicon to about 6\% only within some 5 nm of the edge. In silica it holds to about 5\% out to 10 nm.

The opposite shifts of the two even slopes fit the remainder (\ref{eq:ez}). That field has the same radial component on both sides of the edge, while the leading radial component changes sign because $A<0$. It must add on one side and subtract on the other. At 20 nm the even field in silicon is 0.00366 MV/cm, and the power law gives $0.00366/1.348=0.0027$ MV/cm, an excess of 0.0009. In silica the law gives $3.40\times0.0027=0.0092$ MV/cm and the mode has 0.0080, a deficit of 0.0012. The other linear even term comes from the potential with $\nu=2$. Its radial component also has the same sign on both sides, but (\ref{eq:match}) then gives $A=K$, so its field would be $K$ times stronger in silica. The near equality therefore favours the $E_z$ term. With $|E_z|=0.0083$ MV/cm at the edge, (\ref{eq:ez}) supplies roughly nine tenths of the linear term in silicon but only about six tenths in silica, where the $\nu=2$ part is magnified by $K$.

The total transverse field in silicon has a local slope of $-0.217$ at 1 nm and only $-0.020$ at 10 nm. Let $\rho$ be the odd-to-even ratio. Since $|\mathbf E_t|^2=E_{\rm even}^2(1+\rho^2)$, the odd part adds
\begin{equation}
\frac{\rho^2}{1+\rho^2}\,\frac{d\ln\rho}{d\ln r}
\end{equation}
to the slope. The ratio rises from 0.073 at 1 nm to 0.262 at 10 nm, a mean logarithmic slope of 0.56. The addition at 10 nm is then about $0.064\times0.56=0.04$. Most of the flattening, which amounts to 0.21 when measured from $-0.230$, therefore comes from the even field itself.

\subsection{What the divergence amounts to}

A divergent field need not be a large one. At the centre of the strip the amplitude is 0.0204 MV/cm. In silica the even field is 0.0122 MV/cm at 5 nm from the edge and 0.0180 MV/cm at 1 nm, still below the central value. Extrapolated to 0.54 nm, roughly the lattice constant of silicon, where a macroscopic permittivity has lost its meaning, it reaches 0.021 MV/cm. The exponent is so small that a tenfold approach to the edge raises the leading field by a factor of only $10^{0.23}=1.7$. The leading energy within a distance $r$ falls as $r^{2\nu}=r^{1.54}$.

The dimensions and wavelength are rough values typical of silicon photonics. The assumption that fabricated strips break most directly is the sharp edge. With a rounding radius of, say, 5 nm, the field is finite and the power law is lost inside about that distance. At 5 nm the sharp-edge model gives a silica even field of 0.60 times the central one, but this is not the peak. In the electrostatic problem for a circular rounding, the silica field at the apex of the arc is about 1.6 times the sharp-edge value at a distance equal to the radius, here about 0.95 of the central field. In silicon 5 nm is also where the power law begins to fail from the other side, so such a strip has no wide interval in which the exponent could be read off. Sloping walls change the exponent itself: (\ref{eq:general}) gives $-0.240$ for an $80^\circ$ corner and $-0.216$ for a $100^\circ$ corner. Three further effects are small here. Heating the silicon by 60 K, at a rough $1.8\times10^{-4}$ per kelvin, shifts the exponent by $-0.0005$. The transverse field alone gives a Kerr change of the silicon index at 1 nm of about $7\times10^{-9}$, for a rough coefficient of $5\times10^{-18}\ \mathrm{m^2/W}$. The axial field $E_z$ is not included in this number and would raise it several times, which leaves it negligible. The extrapolated field at 0.54 nm is 0.2\% of a rough silica breakdown field of 10 MV/cm.

\section*{Numbers as computed}
\begin{verbatim}
index of silicon, silica: 3.476, 1.444
permittivity ratio K: 5.7946
(K-1)/(2(K+1)): 0.35282
even exponent nu: 0.77044
field exponent nu-1: -0.22956
odd potential exponent 2-nu: 1.22956
angular diagonalization, exponents: 0.7704 1.2296 2.0000 2.0000 2.7704 3.2295 3.9998 3.9998
field exponent at K = 10000, diagonalized: -0.3333
silica/silicon even-field ratio (K+1)/2: 3.3973
coefficient a of the logarithmic remainder: -0.1735
strip width, height: 450, 220 nm
wavelength: 1550 nm; power: 1 mW
effective index, fine and coarse mesh: 2.3543, 2.3565
mode: even-field slope in silicon, 0.5-3 nm: -0.2156
mode: even-field slope in silica, 0.5-3 nm: -0.2356
mode: odd-field slope in silicon, 0.3-1 nm: 0.2412
mode: silica/silicon even-field ratio: 3.336
field amplitude at strip centre: 0.02035 MV/cm
even field at 1 nm, silicon and silica: 0.00537, 0.01804 MV/cm
even field at 5 nm, silicon and silica: 0.00391, 0.01221 MV/cm
even field at 20 nm, silicon and silica: 0.00366, 0.00804 MV/cm
departure of even field from power law at 5 nm: 4.78 %
departure of even field from power law at 20 nm: 34.81 %
departure of even field from power law at 50 nm: 122.83 %
odd/even field ratio in silicon at 1 nm: 0.073
local slope of total field in silicon at 1 nm: -0.217
odd/even field ratio in silicon at 10 nm: 0.262
local slope of total field in silicon at 10 nm: -0.020
field exponent for 80 and 100 degree corners: -0.2401, -0.2158
rounding radius (rough input): 5 nm
silica even field at that distance / centre field: 0.60
heating: 60 K; silicon dn/dT (rough input): 1.8e-04 1/K
exponent shift from heating: -5.3e-04
silicon Kerr coefficient (rough input): 5e-18 m^2/W
Kerr index change in silicon at 1 nm: 6.7e-09
atomic cutoff, silicon lattice constant (rough): 0.54 nm
silica even field at the cutoff: 0.0211 MV/cm
silica breakdown field (rough input): 10 MV/cm
cutoff field / breakdown field: 2.1e-03
\end{verbatim}
